# Ultrasoft pseudopotentials: the screened coefficients D_ij are not atomic constants: verification in Python

```python
# Result under test: in an ultrasoft pseudopotential the coefficients in the
# Hamiltonian are D_ij = D0_ij + integral V_eff(r) Q_ij(r) d3r for each atom.
# They follow the density, depend on the site, and may couple different l, m.
# D0: fixed bare coefficients; Q_ij: augmentation functions; q_ij: their integrals;
# V_eff: electrostatic plus exchange potential energy of an electron.
# Model: Gaussian ions, projectors (s, px, py, pz) and augmentation functions,
# plane waves at one k point, Dirac-Slater exchange. Units: eV and nm.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, block_diag

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # e^2/(4 pi eps0), eV nm
KINETIC = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # hbar^2/(2m), eV nm^2
ION_CHARGE, ION_WIDTH, START_WIDTH = 2, 0.05, 0.07
PROJ_WIDTH, AUG_WIDTH, G_MAX = 0.06, 0.05, 42.0
Q_S, Q_P = 0.5, 0.5
D_BARE = np.diag([3.0, 6.0, 6.0, 6.0])


class Model:
    def __init__(self, box, grid, positions):
        self.box, self.grid = np.array(box), tuple(grid)
        self.pos = np.array(positions, float)
        self.nat = len(self.pos)
        self.nocc = self.nat * ION_CHARGE // 2
        self.vol = np.prod(self.box)
        self.npts = int(np.prod(grid))
        self.dv = self.vol / self.npts
        self.freq = [np.fft.fftfreq(n, 1 / n) for n in grid]
        m = np.array(np.meshgrid(*self.freq, indexing="ij")).reshape(3, -1)
        G = 2 * np.pi * m / self.box[:, None]
        G2 = (G**2).sum(0)
        self.kernel = np.zeros(self.npts)
        self.kernel[1:] = 4 * np.pi * COULOMB / G2[1:]
        self.kernel = self.kernel.reshape(self.grid)
        axes = [np.arange(n) * L / n for n, L in zip(grid, box)]
        r = np.array(np.meshgrid(*axes, indexing="ij")).reshape(3, -1)
        self.ion, self.start = np.zeros(self.npts), np.zeros(self.npts)
        aug = []
        for R in self.pos:
            d = r - R[:, None]
            d -= self.box[:, None] * np.round(d / self.box[:, None])
            d2 = (d**2).sum(0)
            self.ion += np.exp(-d2 / (2 * ION_WIDTH**2))
            self.start += np.exp(-d2 / (2 * START_WIDTH**2))
            s = (np.pi * AUG_WIDTH**2)**-0.75 * np.exp(-d2 / (2 * AUG_WIDTH**2))
            p = np.sqrt(2) / AUG_WIDTH * d * s
            aug.append(np.vstack([np.sqrt(Q_S) * s[None], np.sqrt(Q_P) * p]))
        electrons = self.nat * ION_CHARGE
        self.ion *= electrons / (self.ion.sum() * self.dv)
        self.start *= electrons / (self.start.sum() * self.dv)
        self.aug = np.array(aug)          # Q_ij(r) = aug_i(r) * aug_j(r)
        self.q = self.screening(np.ones(self.npts))
        # plane-wave basis and projectors
        self.sel = np.where(G2 <= G_MAX**2)[0]
        k, mi = G[:, self.sel], m[:, self.sel].astype(int)
        self.kin = KINETIC * G2[self.sel]
        diff = [(a[:, None] - a[None, :]) % n for a, n in zip(mi, grid)]
        self.diff = np.ravel_multi_index(diff, self.grid)
        b = PROJ_WIDTH
        radial = ((np.pi * b**2)**-0.75 * (2 * np.pi * b**2)**1.5
                  * np.exp(-G2[self.sel] * b**2 / 2) / np.sqrt(self.vol))
        cols = []
        for R in self.pos:
            s = radial * np.exp(-1j * (R @ k))
            cols += [s] + [-1j * np.sqrt(2) * b * k[x] * s for x in range(3)]
        self.B = np.array(cols).T
        self.S = np.eye(len(self.sel)) + self.nonlocal_part(self.q)

    def screening(self, V):
        return (self.aug * V) @ self.aug.transpose(0, 2, 1) * self.dv

    def nonlocal_part(self, D):
        return self.B @ block_diag(*D) @ self.B.conj().T

    def functional(self, n):
        """Electrostatic plus exchange energy and its potential."""
        charge = n - self.ion
        ves = np.fft.ifftn(self.kernel * np.fft.fftn(charge.reshape(self.grid)))
        ves = ves.real.ravel()
        vx = -COULOMB * (3 / np.pi)**(1 / 3) * np.cbrt(n)
        energy = (0.5 * ves @ charge + 0.75 * vx @ n) * self.dv
        return energy, ves + vx

    def density(self, c):
        smooth = np.zeros(self.npts)
        for col in c.T:
            w = np.zeros(self.npts, complex)
            w[self.sel] = col
            phi = np.fft.ifftn(w.reshape(self.grid)) * self.npts / np.sqrt(self.vol)
            smooth += 2 * np.abs(phi.ravel())**2
        P = (self.B.conj().T @ c).reshape(self.nat, 4, -1)
        rho = 2 * (P.conj() @ P.transpose(0, 2, 1)).real
        extra = sum(((rho[a] @ self.aug[a]) * self.aug[a]).sum(0)
                    for a in range(self.nat))
        return smooth, extra, rho

    def energy(self, c):
        smooth, extra, rho = self.density(c)
        one_body = 2 * (self.kin @ np.abs(c)**2).sum() + (D_BARE * rho).sum()
        return one_body + self.functional(smooth + extra)[0]

    def hamiltonian(self, V, D):
        vg = np.fft.fftn(V.reshape(self.grid)).ravel() / self.npts
        return np.diag(self.kin) + vg[self.diff] + self.nonlocal_part(D)

    def levels(self, V, D):
        return eigh(self.hamiltonian(V, D), self.S,
                    subset_by_index=[0, self.nocc])

    def scf(self, fixed_D=None):
        n, history = self.start.copy(), []
        for _ in range(60):
            V = self.functional(n)[1]
            D = D_BARE + self.screening(V) if fixed_D is None else fixed_D
            history.append(D)
            eps, c = self.levels(V, D)
            c = c[:, :self.nocc]
            smooth, extra, _ = self.density(c)
            change = smooth + extra - n
            if np.abs(change).sum() * self.dv < 1e-7:
                return eps, c, V, history
            n = n + 0.6 * change
        raise RuntimeError("self-consistency not reached")


def show(label, value, unit, digits=4):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


end = np.array([0.12, 0.0, 0.16])
row = Model([0.7, 0.6, 0.8], [28, 24, 32], [0 * end, end, -end])
eps, c, V, history = row.scf()
D = history[-1]
CENTRE, PLUS, MINUS = 0, 1, 2
S_, X_, Y_, Z_ = range(4)
gap = eps[row.nocc] - eps[row.nocc - 1]
assert gap > 1.0
smooth, extra, rho = row.density(c)
n = smooth + extra
assert abs(n.sum() * row.dv - 6) < 1e-8
E = row.energy(c)

# D as the derivative of the energy with respect to the projector occupations
h, worst_D = 1e-3, 0.0
D_now = D_BARE + row.screening(row.functional(n)[1])
for i in range(4):
    for j in range(i, 4):
        Qij = row.aug[PLUS, i] * row.aug[PLUS, j]
        slope = (row.functional(n + h * Qij)[0] - row.functional(n - h * Qij)[0]) / (2 * h)
        worst_D = max(worst_D, abs(D_BARE[i, j] + slope - D_now[PLUS, i, j]))
assert worst_D < 1e-4

# gradient of the total energy with respect to the lowest orbital
V_now = row.functional(n)[1]
direction = row.B.sum(1)
direction = direction / np.linalg.norm(direction)
up, down = c.copy(), c.copy()
up[:, 0] += h * direction
down[:, 0] -= h * direction
grad_fd = (row.energy(up) - row.energy(down)) / (2 * h)
grad = [4 * (direction.conj() @ row.hamiltonian(V_now, d) @ c[:, 0]).real
        for d in (D_now, history[0])]
assert abs(grad[0] - grad_fd) < 1e-3
assert abs(grad[1] - grad_fd) > 1e-2

# total energy from the level sum
E_levels = 2 * eps[:row.nocc].sum() - V @ n * row.dv + row.functional(n)[0]
assert abs(E_levels - E) < 1e-6

# changes during the cycle, differences between sites, symmetry relations
assert np.abs(history[1] - history[0]).max() > 1e-3
assert np.abs(history[-1] - history[-2]).max() < 1e-5
assert abs(D[CENTRE, S_, S_] - D[PLUS, S_, S_]) > 1e-2
assert abs(D[PLUS, S_, Z_]) > 1e-2 and abs(D[CENTRE, X_, Z_]) > 1e-3
assert np.abs(D[CENTRE, S_, 1:]).max() < 1e-5
parity = np.diag([1, -1, -1, -1])
assert np.abs(parity @ D[PLUS] @ parity - D[MINUS]).max() < 1e-5
assert np.abs(row.q[:, S_, 1:]).max() < 1e-6

# angular rule: spherical quadrature of the potential around one end atom
x, w = np.polynomial.legendre.leggauss(24)
rad, wr = 0.125 * (x + 1), 0.125 * w
ct, wt = np.polynomial.legendre.leggauss(10)
az = 2 * np.pi * np.arange(16) / 16
CT, AZ = [a.ravel() for a in np.meshgrid(ct, az, indexing="ij")]
wang = np.repeat(wt, 16) * 2 * np.pi / 16
st = np.sqrt(1 - CT**2)
unit = np.array([st * np.cos(AZ), st * np.sin(AZ), CT]).T
pts = (end + rad[:, None, None] * unit).reshape(-1, 3)
wave = [np.exp(2j * np.pi * np.outer(pts[:, a], row.freq[a]) / row.box[a])
        for a in range(3)]
vg = np.fft.fftn(V.reshape(row.grid)) / row.npts
part = (wave[0] @ vg.reshape(row.grid[0], -1)).reshape(-1, *row.grid[1:])
part = (part * wave[1][:, :, None]).sum(1)
V_sphere = (part * wave[2]).sum(1).real.reshape(len(rad), -1)
V00 = V_sphere @ (wang / np.sqrt(4 * np.pi))
V1z = V_sphere @ (wang * np.sqrt(3 / (4 * np.pi)) * unit[:, 2])
V2xz = V_sphere @ (wang * np.sqrt(15 / (4 * np.pi)) * unit[:, 0] * unit[:, 2])
gauss = (np.pi * AUG_WIDTH**2)**-0.75 * np.exp(-rad**2 / (2 * AUG_WIDTH**2))
Rs = np.sqrt(4 * np.pi) * gauss
Rp = np.sqrt(4 * np.pi / 3) * np.sqrt(2) / AUG_WIDTH * rad * gauss
rule_ss = D_BARE[0, 0] + Q_S / np.sqrt(4 * np.pi) * (wr * rad**2 * Rs**2) @ V00
rule_sz = np.sqrt(Q_S * Q_P / (4 * np.pi)) * (wr * rad**2 * Rs * Rp) @ V1z
rule_xz = Q_P * np.sqrt(3 / (20 * np.pi)) * (wr * rad**2 * Rp**2) @ V2xz
for rule, (i, j) in ((rule_ss, (S_, S_)), (rule_sz, (S_, Z_)), (rule_xz, (X_, Z_))):
    assert abs(rule - D[PLUS, i, j]) < 1e-3

# constant shift of the potential by 1 eV, with D updated and with D held
shift_new = row.levels(V + 1, D_BARE + row.screening(V + 1))[0] - eps
shift_held = row.levels(V + 1, D)[0] - eps
assert np.abs(shift_new - 1).max() < 1e-7
assert abs(shift_held[0] - 1) > 1e-2

# one fixed l-diagonal set, from the converged centre atom, used on all atoms
p_mean = np.trace(D[CENTRE, 1:, 1:]) / 3
fixed = np.array([np.diag([D[CENTRE, 0, 0]] + 3 * [p_mean])] * 3)
eps_fixed, c_fixed, _, _ = row.scf(fixed)
excess = row.energy(c_fixed) - E
level_error = eps_fixed[:row.nocc] - eps[:row.nocc]
assert excess > 1e-5

# one atom in a cubic box: no s-p coupling, equal p elements
atom = Model([0.6] * 3, [24] * 3, [[0, 0, 0]])
D_atom = atom.scf()[3][-1][0]
assert np.abs(D_atom - np.diag(np.diag(D_atom))).max() < 1e-5
assert np.ptp(np.diag(D_atom)[1:]) < 1e-5

show("e^2/(4 pi eps0)", COULOMB, "eV nm", 6)
show("hbar^2/(2m)", KINETIC, "eV nm^2", 6)
print("box sides:", row.box, "nm; end atoms at +/-", end, "nm")
show("distance centre to end", np.linalg.norm(end), "nm", 2)
print(f"ion charge {ION_CHARGE} e; widths ion, projector, augmentation, start:",
      ION_WIDTH, PROJ_WIDTH, AUG_WIDTH, START_WIDTH, "nm")
print(f"largest wave number {G_MAX} nm^-1; plane waves: {len(row.sel)}")
print("bare D0 (s, p):", D_BARE[0, 0], D_BARE[1, 1], "eV; q (s, p):", Q_S, Q_P)
print("D in eV by step: ss centre, ss end(+), s-pz end(+)")
for step in (1, 2, 3, 4, 6, len(history)):
    d = history[step - 1]
    vals = np.round([d[CENTRE, 0, 0], d[PLUS, 0, 0], d[PLUS, 0, 3]], 4) + 0.0
    print(f"  step {step:2d}: " + "  ".join(f"{v:9.4f}" for v in vals))
print("converged D in eV: centre, end(+), end(-)")
for name, i, j in (("s-s", 0, 0), ("px-px", 1, 1), ("py-py", 2, 2), ("pz-pz", 3, 3),
                   ("s-px", 0, 1), ("s-pz", 0, 3), ("px-pz", 1, 3)):
    vals = np.round(D[:, i, j], 4) + 0.0
    print(f"  {name:6s}" + "  ".join(f"{v:9.4f}" for v in vals))
show("D ss, end minus centre", D[PLUS, 0, 0] - D[CENTRE, 0, 0], "eV")
show("end(+) s-s from L=0 potential", rule_ss, "eV")
show("end(+) s-pz from L=1 potential", rule_sz, "eV")
show("end(+) px-pz from L=2 potential", rule_xz, "eV")
print(f"largest error of D against energy derivative: {worst_D:.1e} eV")
show("orbital gradient, finite difference", grad_fd, "eV")
show("orbital gradient, current D", grad[0], "eV")
show("orbital gradient, D held from step 1", grad[1], "eV")
show("electrons in smooth density", smooth.sum() * row.dv, "")
show("electrons in augmentation density", extra.sum() * row.dv, "")
print("occupied levels:", np.round(eps[:row.nocc], 4), "eV")
show("gap to first empty level", gap, "eV")
print(f"level-sum energy minus direct energy: {E_levels - E:.1e} eV")
show("lowest level shift for V + 1 eV, D updated", shift_new[0], "eV")
show("lowest level shift for V + 1 eV, D held", shift_held[0], "eV")
print("fixed set (s, p):", np.round([D[CENTRE, 0, 0], p_mean], 4), "eV")
show("energy above minimum with fixed set", 1000 * excess, "meV", 3)
print("level errors with fixed set:", np.round(1000 * level_error, 2), "meV")
print("single atom in cubic box, D (s, px, py, pz):", np.round(np.diag(D_atom), 4), "eV")
print("all assertions hold")
```

It prints:

```
e^2/(4 pi eps0): 1.439965 eV nm
hbar^2/(2m): 0.038100 eV nm^2
box sides: [0.7 0.6 0.8] nm; end atoms at +/- [0.12 0.   0.16] nm
distance centre to end: 0.20 nm
ion charge 2 e; widths ion, projector, augmentation, start: 0.05 0.06 0.05 0.07 nm
largest wave number 42.0 nm^-1; plane waves: 419
bare D0 (s, p): 3.0 6.0 eV; q (s, p): 0.5 0.5
D in eV by step: ss centre, ss end(+), s-pz end(+)
  step  1:   -5.6841    -5.5530     0.1394
  step  2:   -4.7014    -4.4692     0.1827
  step  3:   -4.6669    -4.4351     0.2286
  step  4:   -4.6653    -4.4824     0.2326
  step  6:   -4.6744    -4.4999     0.2322
  step 20:   -4.6772    -4.5030     0.2318
converged D in eV: centre, end(+), end(-)
  s-s     -4.6772    -4.5030    -4.5030
  px-px   -0.6763    -0.3796    -0.3796
  py-py   -0.5353    -0.3143    -0.3143
  pz-pz   -0.7829    -0.4260    -0.4260
  s-px     0.0000     0.1646    -0.1646
  s-pz     0.0000     0.2318    -0.2318
  px-pz   -0.1871    -0.0849    -0.0849
D ss, end minus centre: 0.1741 eV
end(+) s-s from L=0 potential: -4.5030 eV
end(+) s-pz from L=1 potential: 0.2318 eV
end(+) px-pz from L=2 potential: -0.0849 eV
largest error of D against energy derivative: 1.0e-07 eV
orbital gradient, finite difference: 16.6780 eV
orbital gradient, current D: 16.6781 eV
orbital gradient, D held from step 1: 18.4534 eV
electrons in smooth density: 4.3071 
electrons in augmentation density: 1.6929 
occupied levels: [-6.6937 -4.828  -2.5724] eV
gap to first empty level: 2.4775 eV
level-sum energy minus direct energy: 7.1e-15 eV
lowest level shift for V + 1 eV, D updated: 1.0000 eV
lowest level shift for V + 1 eV, D held: 0.7031 eV
fixed set (s, p): [-4.6772 -0.6649] eV
energy above minimum with fixed set: 11.607 meV
level errors with fixed set: [ -15.94  -13.28 -108.77] meV
single atom in cubic box, D (s, px, py, pz): [-4.6172 -0.3964 -0.3964 -0.3964] eV
all assertions hold
```
